Kissinger Relation for First-Order Crystallization of an Amorphous Oxide Film, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the rate law to the activation energy

Suppose that the crystallization of an amorphous film has been recorded at a few slow heating rates, and that an anneal must now be chosen: a rapid ramp, or a long hold at a lower temperature. The calculation needs a rate constant at temperatures where nothing was measured. Its result depends on which function of the heating rate is plotted against the inverse peak temperature, and on what the slope of that plot is taken to mean. For first-order kinetics with one activation energy, the function to plot is the logarithm of heating rate divided by peak temperature squared:

ln(β/Tp²) = −E/(kB Tp) + ln(k0 kB/E).   (1)

Here T is absolute temperature, β = dT/dt is the constant positive heating rate in K/s, and Tp is the temperature at which the transformation rate is greatest. E is the activation energy of one event in eV, k0 is the prefactor in 1/s, and kB = 8.617×10⁻⁵ eV/K. Both β/Tp² and k0 kB/E have the unit 1/(K s), so the difference of their logarithms is the logarithm of a pure number. For energies per mole, kB is replaced by the gas constant.

**The rate law.** Let α be the crystallized fraction of the film volume and y = 1 − α the amorphous fraction. First-order kinetics means

dy/dt = −k(T) y,   k(T) = k0 exp(−E/(kB T)).   (2)

A simple picture of a film leads to this law. Divide the film into many equal cells that do not influence one another. Each cell has M sites at which a crystal can nucleate, and each site does so with probability ν dt in a short time dt, where ν = k(T)/M. The first nucleus consumes its cell in a time that can be neglected. An amorphous cell survives the interval dt if none of its sites nucleates, which has the probability

(1 − ν dt)^M = 1 − Mν dt + terms of order dt² = 1 − k dt + terms of order dt².

The surviving fraction therefore obeys y(t+dt) = y(t)(1 − k dt), and the limit dt → 0 gives (2). The prefactor k0 belongs to a whole cell: it is M times the prefactor of one site, so a cell with more sites has a larger k0 at the same E.

This step was tested by a random simulation of 20000 cells with five sites each, heated at 10 K/min with the parameters of the example below. The surviving fraction differed from the solution of (2) by at most 0.0042. The expected sampling noise at y = 1/2 is √(0.25/20000) = 0.0035, so the difference is of the size of the noise.

The picture requires fast growth. If a crystal front moves at speed u and has to cross a distance R to fill the cell, the crossing time R/u must be much shorter than the mean waiting time 1/k, that is, u ≫ Rk. Section 2 treats a film in which this fails.

**The condition for the peak.** The observed signal is taken to be proportional to the transformation rate

r = dα/dt = −dy/dt = k y.

This holds for a heat-flow signal if each transformed volume releases the same heat. If the measurement gives α itself, as a suitably normalized diffraction intensity may, it must be differentiated first. At constant β the derivatives dα/dt and dα/dT differ by the constant factor β, so both have the same peak temperature.

Since r is positive, its logarithm has its maximum at the same place and is easier to differentiate:

ln r = ln k0 − E/(kB T) + ln y.

The first term is constant. In the second, the derivative of −1/T with respect to T is +1/T², and the chain rule supplies dT/dt = β. In the third, (2) gives d(ln y)/dt = (1/y) dy/dt = −k. Hence

d(ln r)/dt = βE/(kB T²) − k(T).   (3)

The first term is the acceleration of each event by heating. The second is the loss of material that can still transform. At low temperature acceleration wins and the signal rises; at high temperature depletion wins and the signal falls.

There is one balance point. As T increases, βE/(kB T²) decreases and k(T) increases, so the right side of (3) decreases strictly. For T → 0 it is positive, because k vanishes exponentially while the first term grows. For T → ∞ it tends to −k0. It therefore passes through zero once, from positive to negative, and the zero is a maximum of r. At this point

βE/(kB Tp²) = k0 exp(−E/(kB Tp)).   (4)

Multiplication by kB/E isolates the heating rate,

β/Tp² = (k0 kB/E) exp(−E/(kB Tp)),

and the logarithm of both sides is (1). No term has been neglected between (2) and (1), so within this model the relation is exact.

The starting temperature T0 and the starting fraction y0 do not appear in (4). The reason is that (2) is linear in y: a smaller y0 scales the whole signal down without moving its peak. The run must, however, start below Tp. If T0 ≥ Tp, the right side of (3) is never positive during the run and the signal falls from the beginning. Its largest value is then an artefact of the start and must not be used in (1). If E = 0 the acceleration is absent and there is no peak at any temperature.

If the heating rate drifts, the same differentiation gives (3) with the momentary dT/dt in place of β. Condition (4) then still holds at a maximum of dα/dt, with the heating rate of the film at that moment. The argument for a single maximum no longer applies, and the maximum of dα/dT may lie elsewhere.

**The peak temperature in closed form.** To predict a peak from known E and k0, define the pure number

x = E/(kB Tp).

Then Tp = E/(kB x) and Tp² = E²/(kB² x²). The left side of (4) becomes βkB x²/E, so that

βkB x²/E = k0 e^(−x).

Multiplying by e^x and by E/(βkB) gives

x² e^x = A,   A = k0 E/(kB β).

All quantities are positive, so the positive square root may be taken, and both sides are then halved:

(x/2) e^(x/2) = √A/2.

The Lambert function W is defined by W(s) exp(W(s)) = s, and for positive s it has one real value. Therefore

x = 2W(√A/2),   Tp = E/(kB x).   (5)

Where no Lambert function is available, the equivalent equation x + 2 ln x = ln A can be solved by bisection, since its left side rises with x.

**Worked example.** The parameters are rough values for a hafnium zirconium oxide film 10 nm thick: E = 2.5 eV and k0 = 3×10¹⁵ 1/s. At 10 K/min, β = 10/60 = 0.1667 K/s. With E/kB = 29011 K,

A = 3×10¹⁵ × 29011/0.1667 = 5.22×10²⁰,   ln A = 47.70.

The solution is x = 40.31, since 40.31 + 2 ln 40.31 = 40.31 + 7.39 = 47.70. Thus Tp = 29011/40.31 = 719.7 K, or 446.5 °C. From (4), the rate constant at the peak is

k(Tp) = βx/Tp = 0.1667 × 40.31/719.7 = 0.0093 1/s,

which corresponds to a mean waiting time of 107 s.

Equation (2) was also integrated numerically at 5, 10, 20 and 40 K/min, and the peaks were read from the computed signals. They lie at 708.08, 719.68, 731.66 and 744.04 K and agree with (5) to the digits given. A run at 10 K/min that began 15 K below the peak with y0 = 0.6 had its maximum at the same 719.68 K.

To read a peak from sampled data, take the largest sample and its two neighbours at spacing h, and call the logarithms of the three signals a, b and c in order of temperature. The parabola through them is b + (c−a)s/2 + (a−2b+c)s²/2, where s is the distance from the middle sample in units of h. Setting its derivative to zero gives the correction to the middle temperature:

δT = h(a − c)/(2(a − 2b + c)).

Noisy data should be smoothed or fitted over a wider interval first.

**Recovering the parameters.** Plot ln(β/Tp²) against 1/Tp and fit a straight line with slope m and intercept c0. Comparison with (1) gives

E = −kB m,   k0 = (E/kB) exp(c0).   (6)

The unit of time in β becomes the unit of time in k0. A change from K/s to K/min moves the intercept but not the slope.

In the example, the end points of the plot are −15.6100 at 1/Tp = 1.41228×10⁻³ 1/K for 5 K/min, and −13.6297 at 1.34401×10⁻³ 1/K for 40 K/min. The slope between them is

m = (−13.6297 + 15.6100)/((1.34401 − 1.41228)×10⁻³) K = −29007 K,

so E = 2.50 eV. The fit through all four points returns E = 2.500 eV and k0 = 3.00×10¹⁵ 1/s, the values put in.

**Why the square of Tp is needed.** Write (1) as

ln β = ln(k0 kB/E) + 2 ln Tp − E/(kB Tp)

and differentiate with respect to Tp:

d(ln β)/dTp = 2/Tp + E/(kB Tp²) = (x + 2)/Tp.

The reciprocal is the shift of the peak per unit of ln β:

dTp/d(ln β) = Tp/(x + 2).   (7)

Since d(1/Tp) = −dTp/Tp², the slope of a plot of ln β alone is

d(ln β)/d(1/Tp) = −Tp²(x + 2)/Tp = −(E/kB + 2Tp).

Such a plot yields E + 2kB Tp instead of E, an excess of 2/x relative to E. In the example 2kB Tp = 0.124 eV, so the plot should give 2.624 eV. The integrated peaks at 8 and 12.5 K/min do give 2.624 eV, which is 5 % too high.

Equation (7) also shows how little the peak moves. Doubling the rate from 10 to 20 K/min should shift it by about ln 2 × 719.7/42.31 = 11.8 K, and the integrated shift is 12.0 K. The small difference arises because (7) was evaluated at the lower end of the step: at the middle, 725.7 K, where x = 39.98, it gives 12.0 K.

**Extrapolation.** For a ramp at 20 K/s, the fitted parameters and (5) predict a peak at 811.2 K, or 538 °C, and direct integration gives the same temperature. This tests the arithmetic of the extrapolation over a factor of 30 in heating rate beyond the fastest slow run. It does not test whether a real film keeps the same mechanism over that range.

For a hold at fixed temperature, (2) gives y = exp(−kt) for a film that is amorphous at the start, so 99 % is crystallized after t = ln(100)/k. At 400 °C, or 673.15 K,

k = 0.009335 × exp(−29011 × (1/673.15 − 1/719.68)) 1/s = 5.75×10⁻⁴ 1/s,

and t = 4.605/k = 8.0×10³ s, about 2.2 hours. The hold temperature lies 35 K below the lowest measured peak, so an error in the fitted E carries over to this number. With k held fixed at 719.68 K, an E that is too low by 0.1 eV multiplies the calculated time by exp(−(0.1 eV/kB)(1/673.15 − 1/719.68)/K) = 0.89. A fit is tied to the peak position rather than to k, and by (4) k(Tp) is proportional to E. With the peak held at 719.68 K the factor is therefore 0.8945 × 2.5/2.4 = 0.93.

## 2. Peak shape, the meaning of the slope, and limits

The symbols carried over are the amorphous fraction y, the rate constant k(T) = k0 exp(−E/(kB T)), the signal r = ky, the constant heating rate β, the peak temperature Tp and x = E/(kB Tp). The results used are the balance k(Tp) = βE/(kB Tp²) = βx/Tp, the relation (1) for ln(β/Tp²), and the shift dTp/d(ln β) = Tp/(x+2). The example has E = 2.5 eV and k0 = 3×10¹⁵ 1/s. At 10 K/min its peak is at 719.7 K with x = 40.31 and kB Tp = 0.0620 eV.

The plot of ln(β/Tp²) against 1/Tp is called the Kissinger plot, and the energy obtained from its slope by E = −kB m is called the Kissinger energy. A good straight line in this plot does not show that the kinetics are first order, nor that the slope is the height of a barrier. The shape of each peak carries further information.

**The amorphous fraction at the peak.** Integration of dy/dt = −ky from a fully amorphous start gives y = exp(−θ), where θ is the time integral of k. With dt = dT/β, and with a start so far below the peak that the lower limit may be set to zero,

θp = (k0/β) ∫ exp(−E/(kB T)) dT, from 0 to Tp.

Substitute T = Tp/s. Then E/(kB T) = xs and dT = −Tp ds/s². The limits T = 0 and T = Tp become s = ∞ and s = 1, and reversing them removes the minus sign:

θp = (k0 Tp/β) ∫ exp(−xs)/s² ds, from 1 to ∞ = (k0 Tp/β) E2(x).

The last integral defines the exponential integral E2. The peak condition k0 e^(−x) = βx/Tp gives k0 Tp/β = x e^x, so

θp = x e^x E2(x).   (8)

For large x, set s = 1 + v. The factor e^x cancels e^(−x), which leaves

θp = x ∫ e^(−xv)(1 + v)^(−2) dv, from 0 to ∞.

Only small v contributes appreciably, so expand (1+v)^(−2) = 1 − 2v + 3v² − … and use ∫ vⁿ e^(−xv) dv = n!/x^(n+1):

θp = 1 − 2/x + 6/x² − ….   (9)

In the example the three terms give 1 − 0.0496 + 0.0037 = 0.9541, while (8) gives 0.9538. The amorphous fraction at the peak is exp(−0.9538) = 0.385, and the integrated rate equation gives the same value. In the limit x → ∞ it would be 1/e = 0.368. Thus about 61 % of the film has crystallized at the peak. A measured fraction far from this, in a run that began fully amorphous and well below the peak, speaks against first-order kinetics with a single E.

For first-order kinetics with a single activation energy, the Kissinger plot returns E and k0, and in the example about 61 % of the film has crystallized at the peak. What remains is the width of the peak, the meaning of the slope when the assumptions of this model fail, and the effect of temperature errors.
